# Mean Intensity, Photon Statistics and the N! in Multiphoton Rates

## The argument under review

The argument concerns an atom that reaches a final level by absorbing $N$ photons, and runs as follows.

"The rate of $N$-photon absorption is proportional to $I^N$. A power meter gives the mean intensity $\bar I$. If a laser and a filtered chaotic source are focused in the same way and give the same reading, they have the same $\bar I$, hence the same $\bar I^N$, and hence the same rate. Photon statistics concern the noise of the signal, not its mean."

The first sentence is acceptable for a steady field in the weak-excitation regime. The trouble enters with the bar. If the intensity fluctuates, the atom responds to the intensity present while it is being excited, and the average is taken afterwards. The relevant quantity is then $\overline{I^N}$, which for $N>1$ is not fixed by $\bar I$. Two questions follow: how large is the difference for chaotic light, and is the atom able to follow the fluctuations? The second question matters, because the answer to the first depends on it.

## What the atom responds to

Let the polarised electric field be $E(t)e^{-i\omega t}+\text{c.c.}$, with a slowly varying complex amplitude $E$. Its cycle-averaged intensity is $2\epsilon_0c|E|^2$. Consider a ladder of levels $0,1,\dots,N$ with transition dipoles $d_k$ between $k-1$ and $k$. In the rotating-wave approximation, with the sign of the dipole interaction absorbed into the phases of the states,

$$i\dot c_k=\Delta_kc_k+\frac{d_k}{\hbar}E\,c_{k-1}+\frac{d_{k+1}^*}{\hbar}E^*c_{k+1},$$

where $\hbar\Delta_k$ is the energy of level $k$ above the ground level minus $k\hbar\omega$. For the final level, $\Delta_N$ is replaced by $\delta-i\gamma$, so that its population decays at the rate $2\gamma$, and there is no $c_{N+1}$.

For weak excitation $c_0\simeq1$, and the feedback from $c_{k+1}$ is of higher order in the field. Suppose also that each intermediate detuning is large compared with the couplings and the bandwidth, and that the light has no appreciable spectral weight at an intermediate resonance. Then $c_k$ follows its drive, and setting $\dot c_k$ to zero beside $\Delta_kc_k$ gives

$$c_k\simeq-\frac{d_kE}{\hbar\Delta_k}c_{k-1},\qquad 1\le k\le N-1.$$

Each step supplies one factor $E$. Inserting the chain into the equation for $c\equiv c_N$ yields

$$\dot c=-(\gamma+i\delta)c-iKE^N,\qquad K=\prod_{k=1}^{N}\frac{d_k}{\hbar}\prod_{k=1}^{N-1}\left(-\frac1{\Delta_k}\right).$$

In a real atom $K$ is a sum over all intermediate paths, but the power $E^N$ is the same. Light shifts have been neglected, which is justified when they are small compared with $\gamma$.

Long after switch-on, the solution is

$$c(t)=-iK\int_0^\infty ds\,e^{-(\gamma+i\delta)s}E^N(t-s).$$

The rate is the mean final population times its decay rate, $W=2\gamma\langle|c|^2\rangle$. Define $C(\tau)=\langle E^{*N}(t)E^N(t+\tau)\rangle$, which for stationary light does not depend on $t$. Then

$$W=2\gamma|K|^2\int_0^\infty ds\int_0^\infty ds'\,e^{-\gamma(s+s')+i\delta(s'-s)}C(s'-s).$$

Put $\tau=s'-s$. For $\tau\ge0$ the remaining integral is $\int_0^\infty ds\,e^{-\gamma(2s+\tau)}=e^{-\gamma\tau}/(2\gamma)$. For $\tau<0$ the roles of $s$ and $s'$ are exchanged, which gives $e^{-\gamma|\tau|}/(2\gamma)$. Therefore

$$W=|K|^2\int_{-\infty}^{\infty}d\tau\,e^{-\gamma|\tau|+i\delta\tau}C(\tau).\tag{1}$$

This replaces the premise $W\propto\bar I^N$. The rate is governed by an $N$-th order correlation of the field, sampled over a time of order $1/\gamma$.

If the field hardly changes during $1/\gamma$, then $C(\tau)$ may be replaced by $C(0)$. Since $\int d\tau\,e^{-\gamma|\tau|}=2/\gamma$, the resonant rate is

$$W=\frac{2|K|^2}{\gamma}\langle|E|^{2N}\rangle .\tag{2}$$

With $J=\langle|E|^2\rangle$, the ratio to a steady laser of the same mean intensity is $g^{(N)}=\langle|E|^{2N}\rangle/J^N$.

## The value for chaotic light

Chaotic light is the sum of many independent contributions with random phases. Its amplitude is a circular complex Gaussian variable, with probability density proportional to $e^{-|E|^2/J}$ in the complex plane. The area element is $\tfrac12d(|E|^2)\,d\phi$, so the relative intensity $x=|E|^2/J$ has the density $p(x)=e^{-x}$. Integrating by parts,

$$\langle x^N\rangle=\int_0^\infty x^Ne^{-x}dx=N\int_0^\infty x^{N-1}e^{-x}dx=\dots=N!$$

For slow fluctuations, chaotic light therefore drives the transition $N!$ times faster than the laser. The integrand $x^Ne^{-x}$ has its maximum at $x=N$: the excitation comes largely from intervals brighter than the mean. The power meter weights these intervals by $x$, the atom by $x^N$.

The author might object that this is a classical wave effect and that counting photons would remove it. It does not. Take one quantised mode containing $n$ photons. Successive absorptions have matrix elements proportional to $\sqrt n,\sqrt{n-1},\dots,\sqrt{n-N+1}$. The squared product is

$$n(n-1)\cdots(n-N+1)=\frac{n!}{(n-N)!}.$$

Different initial $n$ leave different photon numbers behind, so their final states are orthogonal and their probabilities add. The rate is thus proportional to $\langle n!/(n-N)!\rangle=\langle a^{\dagger N}a^N\rangle$.

An ideal single-mode laser is represented by a coherent state, with Poissonian photon numbers. Writing $m=n-N$,

$$e^{-\bar n}\sum_{n\ge N}\frac{\bar n^n}{n!}\frac{n!}{(n-N)!}=\bar n^Ne^{-\bar n}\sum_{m\ge0}\frac{\bar n^m}{m!}=\bar n^N .$$

For a thermal mode $p_n=(1-q)q^n$ with $q=\bar n/(1+\bar n)$. Differentiating the geometric series $N$ times,

$$(1-q)\sum_{n\ge N}\frac{n!}{(n-N)!}q^n=(1-q)q^N\frac{d^N}{dq^N}\frac1{1-q}=N!\left(\frac q{1-q}\right)^N=N!\,\bar n^N,$$

because $q/(1-q)=\bar n$. The classical and quantum calculations agree.

The quantum form also covers a state with no classical counterpart. A number state with $n=\bar n$ gives $n!/[(n-N)!\,n^N]$, which is below one for $2\le N\le n$. Diagonalising the ladder at each photon number, without eliminating the intermediate levels, gives the following relative rates for mean photon number 5:

| $N$ | coherent | thermal | number state |
|---|---:|---:|---:|
| 2 | 1.000 | 2.000 | 0.800 |
| 3 | 1.000 | 5.997 | 0.480 |
| 4 | 1.000 | 23.984 | 0.192 |

The three columns have the same mean energy in the same mode. That is a direct counterexample to the argument under review.

## A correction to the correction

It would be equally wrong to replace the author's claim by "chaotic light always gives $N!$". Equation (2) assumed that the field is steady during $1/\gamma$. Light with a broader spectrum changes within that time, and equation (1) must then be used in full.

Let $g_1(\tau)=\langle E^*(t)E(t+\tau)\rangle/J$. For a stationary circular Gaussian field one can write

$$E(t+\tau)=g_1(\tau)E(t)+\eta .$$

The remainder $\eta$ is uncorrelated with $E(t)$ by construction. Since the variables are jointly Gaussian and circular, it is also independent of $E(t)$ and has a uniformly random phase. Expand the $N$-th power:

$$C(\tau)=\sum_{m=0}^N\binom Nm g_1^{N-m}\langle E^{*N}(t)E^{N-m}(t)\rangle\langle\eta^m\rangle .$$

The random phase makes $\langle\eta^m\rangle=0$ for $m\ge1$. The term $m=0$ remains:

$$C(\tau)=g_1^N(\tau)\langle|E|^{2N}\rangle=N!\,J^Ng_1^N(\tau).$$

Take a Lorentzian spectrum of half width $b$ centred on the carrier, so that $g_1=e^{-b|\tau|}$. This is meant to describe the line centre and near wings; a Lorentzian tail reaching an intermediate resonance would violate the earlier assumption. The exponent in (1) becomes $-(\gamma+Nb)|\tau|$, and

$$W_{\rm ch}=N!\,|K|^2J^N\frac{2(\gamma+Nb)}{(\gamma+Nb)^2+\delta^2}.\tag{3}$$

A monochromatic laser has the same expression with $b=0$ and without $N!$. At resonance the ratio is

$$R_{\rm mono}=\frac{N!\,\gamma}{\gamma+Nb}.\tag{4}$$

It approaches $N!$ for $Nb\ll\gamma$. It equals one at $b=(N!-1)\gamma/N$, and above that bandwidth the chaotic source is the weaker of the two at line centre.

The missing rate has moved to other detunings. Since $\int d\delta\,2\kappa/(\kappa^2+\delta^2)=2\pi$ for any $\kappa>0$, the area under (3) is $2\pi N!|K|^2J^N$, still $N!$ times the laser area. In the wings the ratio can even exceed $N!$. For $N=2$, $b=\gamma$ and $\delta=2\gamma$, equation (3) gives $2\times3/(9+4)=0.4615$ of the resonant laser rate. The laser at that detuning has fallen to $1/(1+4)=0.2$, so the ratio there is $2.31$.

## Equal spectra do not rescue the argument

The author could retreat to a weaker claim: that mean intensity and spectrum together determine the rate. A laser with constant intensity and a diffusing phase decides the matter. Let its phase change over $\tau$ be Gaussian with zero mean and variance $2b|\tau|$. For a Gaussian variable $\theta$ of variance $v$, $\langle e^{iN\theta}\rangle=e^{-N^2v/2}$. With $N=1$ this gives $g_1=e^{-b|\tau|}$, the same spectrum as the chaotic source. The $N$-photon correlation, however, is

$$C(\tau)=J^Ne^{-N^2b|\tau|}.$$

The phase of $E^N$ is $N$ times the phase of $E$, so its variance grows by $N^2$. For chaotic light $C$ contains $g_1^N$, and the width grows by $N$. At resonance the ratio of chaotic to phase-diffusing light is therefore

$$R_{\rm same}=N!\,\frac{\gamma+N^2b}{\gamma+Nb}.\tag{5}$$

It tends to $N!$ for narrow light and to $N\,N!$ for $b\gg\gamma$. Two sources with identical mean intensity and identical spectrum can thus differ by more than $N!$.

The numerical output contains tests of these widths in which random fields drive the final amplitude directly. At $b=\gamma$ and resonance, the simulated chaotic rates are $0.667\pm0.005$ for $N=2$ and $1.50\pm0.02$ for $N=3$, in units of the resonant monochromatic-laser rate. The uncertainties are standard errors. Equation (4) gives $2/3$ and $6/4$. The phase-diffusing laser gives $0.200$ and $0.100$, in agreement with $1/(1+N^2)$.

## A numerical case

Consider a model ladder in which each dipole is $ea_0$, each intermediate level is detuned by $1$ eV, and the final half width is $\hbar\gamma=10^{-3}$ eV. The mean intensity is $10^9$ W/cm². These are round model parameters, not those of a particular atom.

The laser's peak field is $2|E|=\sqrt{2I/(\epsilon_0c)}=8.68\times10^7$ V/m. The coupling of one step is

$$V=ea_0|E|=2.297\times10^{-3}\ \text{eV}.$$

For two photons, the effective coupling is $V^2/(1\ \text{eV})=5.275\times10^{-6}$ eV. This is also the scale of the light shifts, about 0.5% of the final half width, so their neglect is reasonable here. Equation (2) gives

$$\hbar W_2=\frac{2(5.275\times10^{-6})^2}{10^{-3}}\ \text{eV}=5.57\times10^{-8}\ \text{eV},$$

or $W_2=8.45\times10^7$ s⁻¹. Slow chaotic light doubles this to $1.69\times10^8$ s⁻¹.

For three photons, the effective coupling is $V^3/(1\ \text{eV})^2=1.211\times10^{-8}$ eV. The same formula gives $446$ s⁻¹ for the laser, and six times as much, $2.68\times10^3$ s⁻¹, for slow chaotic light. Diagonalising the full ladder and averaging over $p(x)$ confirms all four rates to better than 0.1%.

To reach the chaotic rate, the laser intensity must be raised by $(N!)^{1/N}$: a factor 1.41 for two photons and 1.82 for three. An experimenter who inferred the mean intensity from the chaotic signal using the laser calibration would overestimate it by these factors.

The table below evaluates equations (4) and (5). It describes the model ladder only if the spectrum is strongly suppressed at the intermediate resonances. An uncut Lorentzian tail populates level 1 at the rate $2V^2b/(\hbar\Delta_1)^2$, which here is $0.19\,b/\gamma$ times the two-photon laser rate and $3.6\times10^4\,b/\gamma$ times the three-photon one. With a 10 ns lifetime for the intermediate levels, the steady state of the full ladder then gives $R_{\rm mono}=0.86$ instead of $0.10$ for $N=2$ at $b=10\gamma$, and $56$ instead of $5.83$ for $N=3$ already at $b=0.01\gamma$. This stepwise excitation also drives $R_{\rm same}$ towards one. For direct $N$-photon absorption alone, the bandwidth changes the resonant ratios as follows:

| $b/\gamma$ | $R_{\rm mono}$, $N=2$ | $R_{\rm same}$, $N=2$ | $R_{\rm mono}$, $N=3$ | $R_{\rm same}$, $N=3$ |
|---|---:|---:|---:|---:|
| 0.01 | 1.96 | 2.04 | 5.83 | 6.35 |
| 0.1 | 1.67 | 2.33 | 4.62 | 8.77 |
| 1 | 0.67 | 3.33 | 1.50 | 15.00 |
| 10 | 0.10 | 3.90 | 0.19 | 17.61 |

A bandwidth of one tenth of the final width already lowers the three-photon enhancement from 6 to 4.62. The two-photon enhancement over a monochromatic laser is lost at $b=0.5\gamma$, here $\hbar b=0.5$ meV; for three photons the crossing is at $1.67\gamma$. These crossings depend on the line shape: for a Gaussian spectrum of the same half width, equation (1) puts them at $1.36\gamma$ and $4.56\gamma$. Over the same range $R_{\rm same}$ rises towards its limits, 4 and 18. A reported enhancement therefore has to name the laser used for comparison.

## When the signal is a yield

An experiment may record the fraction of atoms lost during an exposure $T$ rather than a rate. Suppose first that the intensity is frozen during each exposure and varies from one exposure to the next. Let the light be switched on at $t=0$, within a time short compared with $1/\gamma$ but long compared with $1/|\Delta_k|$, so that the intermediate levels still follow the field. At resonance,

$$c(t)=-\frac{iKE^N}{\gamma}(1-e^{-\gamma t}).$$

The loss rate is $2\gamma|c|^2=Wx^N(1-e^{-\gamma t})^2$, where $W$ is now the steady laser rate. This holds while the ground level is almost full; with depletion, the rate is multiplied by the ground population. If $Wx^N\ll\gamma$, the ground population hardly changes during the build-up, and the final level holds only a small fraction of the surviving atoms. The ground population may then be replaced by the total surviving population $S$, so that $\dot S=-Wx^N(1-e^{-\gamma t})^2S$. Hence $S(T)=e^{-Wx^NT_{\rm eff}}$, with

$$T_{\rm eff}=\int_0^T(1-e^{-\gamma t})^2dt=T-\frac{2(1-e^{-\gamma T})}{\gamma}+\frac{1-e^{-2\gamma T}}{2\gamma}.$$

Let $D=WT_{\rm eff}$. The laser yield is $1-e^{-D}$, and the chaotic yield is $1-\langle e^{-Dx^N}\rangle$. For $N=2$, complete the square, $Dx^2+x=D(x+1/2D)^2-1/4D$, and substitute $u=\sqrt D(x+1/2D)$:

$$Y_{\rm ch}=1-\frac{e^{1/4D}}{\sqrt D}\int_{1/(2\sqrt D)}^\infty e^{-u^2}du
=1-\frac{\sqrt\pi}{2\sqrt D}e^{1/4D}\,\text{erfc}\frac1{2\sqrt D}.$$

For small $D$ it is easier to expand the average. With $\langle x^2\rangle=2$ and $\langle x^4\rangle=24$, the chaotic yield is $2D-12D^2+\dots$, while the laser yield is $D-D^2/2+\dots$. Their ratio is $2-11D+\dots$, so depletion begins to reduce the enhancement at first order in $D$.

In the model above, take $WT=0.001$, or $T=11.8$ ps. Here $\gamma T=18$, and the build-up reduces the effective time to $0.917T$. The yields are $0.000916$ for the laser and $0.001823$ for chaotic light. Their ratio, $1.99$, agrees with $2-11D$.

For $WT=1$, or $T=11.8$ ns, the build-up is negligible. The laser removes 63.2% of the atoms, but chaotic light removes 45.4%. The order has reversed. A fraction $\int_0^1e^{-x}dx=63\%$ of the exposures are dimmer than the mean and each yields less than the laser does. The bright exposures cannot compensate. Even if each removed the whole population, they would contribute only $e^{-1}=0.368$ to the mean yield. Since $1-e^{-x^2}\le x^2$, the dim exposures contribute at most $\int_0^1x^2e^{-x}dx=2-5/e=0.161$. The sum, $0.529$, is still below the laser yield.

The opposite limit is also instructive. If the intensity fluctuates many times during the exposure, yet remains slow compared with $\gamma$, each atom samples the whole distribution. The accumulated exponent then approaches its mean, $N!\,WT$. For $N=2$ and $WT=1$ this gives a yield of $1-e^{-2}=86\%$, now above the laser's. This figure is a limit and is approached slowly. For $g_1=e^{-b|\tau|}$ with $b\ll\gamma$, the yield passes the laser's near $bT=1.7$, and is 78% at $bT=10$ and 85% at $bT=100$. The manuscript should therefore specify the correlation time of the light relative to both $1/\gamma$ and $T$, along with the mean intensity.

## Table of computed values

```
Mean photon number for the statistics test: 5
Rates from diagonalisation / (lowest-order rate with n -> mean):
  N=2: coherent 1.000, thermal 2.000, number state 0.800
  N=3: coherent 1.000, thermal 5.997, number state 0.480
  N=4: coherent 1.000, thermal 23.984, number state 0.192
Stochastic test, b/gamma = 1.0; rates / resonant monochromatic-laser rate:
  N=2, delta/gamma=0, chaotic: simulated 0.6669 +/- 0.0046, derived 0.6667
  N=2, delta/gamma=2, chaotic: simulated 0.4622 +/- 0.0028, derived 0.4615
  N=3, delta/gamma=0, chaotic: simulated 1.5008 +/- 0.0174, derived 1.5000
  N=2, delta/gamma=0, phase-diffusing: simulated 0.1999 +/- 0.0004, derived 0.2000
  N=3, delta/gamma=0, phase-diffusing: simulated 0.1001 +/- 0.0002, derived 0.1000
N=2: chaotic line area / monochromatic-laser line area = 2.000
N=3: chaotic line area / monochromatic-laser line area = 6.000
Mean intensity: 1.0e+09 W/cm^2
Each transition dipole: 1 e*a0
Intermediate detuning: 1.000 eV
Final half width: 1.000e-03 eV
Laser peak electric field: 8.6802e+07 V/m
Dipole coupling at mean intensity: 2.2967e-03 eV
Light-shift scale: 5.2748e-06 eV
N=2: effective coupling 5.2748e-06 eV
  laser rate: formula 8.4541e+07, diagonalisation 8.4543e+07 s^-1
  slow chaotic rate: formula 1.6908e+08, diagonalisation 1.6913e+08 s^-1
  matching laser intensity: 1.4142 times the mean
N=3: effective coupling 1.2114e-08 eV
  laser rate: formula 4.4594e+02, diagonalisation 4.4593e+02 s^-1
  slow chaotic rate: formula 2.6756e+03, diagonalisation 2.6754e+03 s^-1
  matching laser intensity: 1.8171 times the mean
Resonant chaotic rate over monochromatic / same-spectrum laser:
  b/gamma=0.01: N=2: 1.9608 / 2.0392; N=3: 5.8252 / 6.3495
  b/gamma=0.10: N=2: 1.6667 / 2.3333; N=3: 4.6154 / 8.7692
  b/gamma=1.00: N=2: 0.6667 / 3.3333; N=3: 1.5000 / 15.0000
  b/gamma=10.00: N=2: 0.0952 / 3.9048; N=3: 0.1935 / 17.6129
N=2: enhancement over monochromatic laser is one at b/gamma=0.5000
N=3: enhancement over monochromatic laser is one at b/gamma=1.6667
Two-photon loss with intensity frozen during each exposure:
  laser rate*time=0.001, time=1.1829e-11 s, gamma*time=17.97
    effective time / time = 0.91653
    evolved: laser 0.000916, chaotic 0.001823, ratio 1.9905
    derived: laser 0.000916, chaotic 0.001823
  laser rate*time=1.000, time=1.1829e-08 s, gamma*time=1.797e+04
    effective time / time = 0.99992
    evolved: laser 0.632092, chaotic 0.454345, ratio 0.7188
    derived: laser 0.632090, chaotic 0.454345
```
